\section*{The recoil force on an effusion cell with a thin orifice, part 2}

A hot cell holds vapour of molecular mass $m$, temperature $T$, pressure $p$ and number density $n=p/kT$, where $k$ is Boltzmann's constant. The vapour escapes into vacuum through a small orifice of area $A$ in the lid, and we want the force on the cell. The $z$ axis points out of the cell, normal to the orifice. A molecule's path makes the angle $\theta$ with this normal, and $d\Omega$ is an element of solid angle. Formulas are in SI units.

For a thin lid, no collisions near the hole, nothing coming back and vapour at rest in the cell, the recoil points along $-z$ and has the magnitude
\begin{equation}
F=\frac{pA}{2}.
\label{eq:F}
\end{equation}
For a Maxwellian vapour, the number leaving per unit area and time is
\begin{equation}
J=\frac{p}{\sqrt{2\pi mkT}},
\label{eq:J}
\end{equation}
and the mean $z$ momentum of an escaping molecule is
\begin{equation}
\bar q=\sqrt{\frac{\pi mkT}{2}} .
\label{eq:q}
\end{equation}
The mass loss rate is $M'=mJA$. In an isotropic gas the $z$ momentum passing per unit area of the hole and unit time within $d\Omega$ is
\begin{equation}
d\Pi=\frac{3p}{4\pi}\cos^2\theta\,d\Omega .
\label{eq:ang}
\end{equation}
Half of the recoil comes from a cone of half-angle $37.47^\circ$, which contains the share 0.3700 of the molecules. Those at grazing angles add little to the force.

The numerical output also lists two earlier checks. First, the patch of lid removed to make the hole no longer emits molecules into the cell, so the other walls miss a push $pA/2$. In a cube whose walls all emit at the equilibrium rate, with a very small hole at the centre of the lid and molecules flying straight, the floor misses $0.1681\,pA$ and the sides $0.3319\,pA$. Second, an isotropic gas with a velocity distribution proportional to $\exp[-(v/v_0)^4]$, where $v$ is the speed and $v_0$ a constant, has 1.0299 times the particle flux of a Maxwellian gas of the same $m$, $n$ and $p$.

\section{A silver cell, the molecular mass and the real orifice}

\textbf{Q.} Before we put in numbers, remind me what has been established.

\textbf{A.} Vapour of molecular mass $m$, temperature $T$ and pressure $p$ leaves through a thin orifice of area $A$, without collisions near the hole. Per unit area and time $J=p/\sqrt{2\pi mkT}$ molecules leave, with mean axial momentum $\bar q=\sqrt{\pi mkT/2}$. The recoil is $F=JA\bar q=pA/2$, opposite to the beam, and the mass loss rate is $M'=mJA$. In an isotropic gas the momentum arriving along a direction is $3p/4\pi$ per unit solid angle and per unit area normal to that direction.

\textbf{Q.} Is the force large enough to notice?

\textbf{A.} Consider silver at 1300 K with a vapour pressure of 0.01 Torr, or 1.3332 Pa. These are rough typical values. Let the orifice be 1 mm in diameter, so $A=0.7854\ \mathrm{mm^2}$. Then
\begin{align}
F&=\tfrac12(1.3332\ \mathrm{Pa})(0.7854\times10^{-6}\ \mathrm{m^2})\nonumber\\
&=5.236\times10^{-7}\ \mathrm N=0.524\ \mu\mathrm N ,
\end{align}
or 0.0524 dyn. This is the weight of 53.4 $\mu$g.

The other route starts from the atoms. With the atomic mass 107.87 u, $7.367\times10^{15}$ atoms leave per second, each with a mean axial momentum of $7.106\times10^{-23}$ kg\,m/s. The product is again $5.236\times10^{-7}$ N. The mass loss is 1.32 $\mu$g/s, or 4.75 mg per hour.

\textbf{Q.} If the cell hangs from a balance, I will mistake the recoil for a change of mass.

\textbf{A.} You will, if the beam is vertical. A beam directed upwards presses the cell down, and the balance reads 53.4 $\mu$g too much. A beam directed downwards makes it read too little by the same amount. The offset is constant while the beam is steady, so the slope of the reading against time still gives $M'$. At the rate found above the cell loses 53.4 $\mu$g in 40.5 s. The offset therefore matters most in short runs in which the beam is switched on or off between two readings.

\textbf{Q.} Show me the mass cancelling in numbers.

\textbf{A.} Imagine a vapour with one quarter of the mass of silver, and hold pressure, temperature and orifice fixed. The number leaving doubles to $1.4735\times10^{16}$ per second, while the mean momentum halves to $3.553\times10^{-23}$ kg\,m/s. The force is still 0.524 $\mu$N.

\textbf{Q.} Then the force tells me nothing about which molecules are in the vapour.

\textbf{A.} Not by itself. It gives the pressure, $p=2F/A$, without knowledge of the species. Together with the mass loss it also gives the molecular mass. From $M'=mJA$ and $pA=2F$,
\begin{equation}
M'=pA\sqrt{\frac{m}{2\pi kT}}=2F\sqrt{\frac{m}{2\pi kT}} .
\end{equation}
Squaring gives $M'^2=2F^2m/(\pi kT)$, and hence
\begin{equation}
m=\frac{\pi kT\,M'^2}{2F^2}.
\label{eq:mass}
\end{equation}
The area of the hole has dropped out. For small independent errors, a relative error in $F$ or $M'$ enters the mass with a factor of two, because both appear squared.

\textbf{Q.} What does \eqref{eq:mass} give if the vapour contains several species?

\textbf{A.} Let species $i$ have the mass $m_i$ and the partial pressure $x_ip$, with $\sum_ix_i=1$. The forces add to $F=\sum_ix_ipA/2=pA/2$. The mass losses add to
\begin{equation}
M'=\frac{pA}{\sqrt{2\pi kT}}\sum_i x_i\sqrt{m_i} .
\end{equation}
Inserting both into \eqref{eq:mass} gives the inferred mass
\begin{align}
m_{\rm inf}&=\frac{\pi kT}{2}\,\frac{4}{p^2A^2}\,
\frac{p^2A^2}{2\pi kT}\Big(\sum_ix_i\sqrt{m_i}\Big)^2\nonumber\\
&=\Big(\sum_ix_i\sqrt{m_i}\Big)^2 .
\end{align}
This is not the mean mass $\sum_ix_im_i$. The mean mass minus $m_{\rm inf}$ is the variance of $\sqrt{m_i}$, which cannot be negative, so the inferred mass never exceeds the mean. Suppose that dimers supplied 10\% of the pressure in the silver vapour. This share is imagined, to show the size of the effect. The inferred mass would be
\begin{equation}
(0.9+0.1\sqrt2)^2\times107.87\ \mathrm u=116.99\ \mathrm u,
\end{equation}
while the mean mass would be 118.66 u.

\textbf{Q.} A real lid has a thickness. Some molecules hit the rim of the hole and go back. I would simply multiply both the force and the mass loss by the fraction that gets through.

\textbf{A.} That is right for the mass loss but not for the force. The molecules caught by the rim are mainly those at large angles, and on average these carry less axial momentum than the rest. Let the orifice be a cylinder of radius $r$ and length $L$. Its wall has the temperature of the vapour and re-emits each arriving molecule diffusely, with the angular and speed distribution of equilibrium vapour. I measure lengths in units of $r$ and write $\ell=L/r$.

First I need the view from a point on the cylinder wall towards an open cross-section at axial distance $d$. Let $\theta$ be the angle of a path to the axis and $\varphi$ the angle of its projection on the cross-section, measured from the inward normal of the wall. The cosine between path and normal is $\sin\theta\cos\varphi$. The projected path meets the opposite wall after a length $2\cos\varphi$, so the path reaches the cross-section if $d\tan\theta<2\cos\varphi$. The limiting angle $\theta_m$ satisfies
\begin{equation}
\sin\theta_m=\frac{2\cos\varphi}{\sqrt{d^2+4\cos^2\varphi}} .
\end{equation}
Diffuse emission sends the fraction $\cos(\text{path, normal})\,d\Omega/\pi$ into $d\Omega$. The fraction that reaches the cross-section is therefore
\begin{align}
e(d)&=\frac1\pi\int_{-\pi/2}^{\pi/2}\!d\varphi\,\cos\varphi
\int_0^{\theta_m}\!\sin^2\theta\,d\theta\nonumber\\
&=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}\!
\cos\varphi\,(\theta_m-\sin\theta_m\cos\theta_m)\,d\varphi .
\end{align}
The same integral, times $J$, is the flux that the wall point receives from equilibrium vapour filling that cross-section, because the paths are the same ones traversed backwards.

\textbf{Q.} But the wall also receives molecules from other parts of the wall.

\textbf{A.} Yes. Let $\eta(x)J$ be the total flux arriving at depth $x$ from the entrance. In steady state the wall emits the same flux. Of the molecules emitted at one depth, the fraction $e(d)-e(d+\delta)$ lands between the distances $d$ and $d+\delta$ on one side, which is $K(d)\,\delta$ with $K=-de/dd$. Hence
\begin{equation}
\eta(x)=e(x)+\int_0^\ell K(|x-x'|)\,\eta(x')\,dx' .
\label{eq:eta}
\end{equation}
If the same vapour stood on both sides of the orifice, there would be equilibrium and the wall flux would be $J$ everywhere. By superposition of the two sides,
\begin{equation}
\eta(x)+\eta(\ell-x)=1 .
\label{eq:sym}
\end{equation}

Now count molecules. The entrance has area $\pi$, and a strip of wall has area $2\pi\,dx$. Of the entering molecules the share $2\int_0^\ell e\,dx$ is caught by the wall and the rest passes directly. The wall sends $2\int_0^\ell\eta(x)e(\ell-x)\,dx$ straight to the exit. Replacing $x$ by $\ell-x$ and using \eqref{eq:sym} in the last integral, I find for the transmitted fraction
\begin{equation}
W=1-2\int_0^\ell e\,dx+2\int_0^\ell(1-\eta)e\,dx
=1-2\int_0^\ell\eta\,e\,dx .
\end{equation}

\textbf{Q.} And the momentum?

\textbf{A.} It is the same count with another weight. The axial momentum that a unit area of wall receives from vapour in a cross-section at distance $d$ is $p\,s(d)$. The momentum $3p/4\pi$ per solid angle is multiplied by the cosine to the wall normal and by $\cos\theta$ for the axial component:
\begin{align}
s(d)&=\frac3{4\pi}\int_{-\pi/2}^{\pi/2}\!d\varphi\,\cos\varphi
\int_0^{\theta_m}\!\sin^2\theta\cos\theta\,d\theta\nonumber\\
&=\frac1{4\pi}\int_{-\pi/2}^{\pi/2}\!\cos\varphi\,\sin^3\theta_m\,d\varphi .
\end{align}
The axial momentum $\pi p/2$ enters per second. The wall catches $2\pi p\int_0^\ell s\,dx$ of it and sends $2\pi p\int_0^\ell\eta(x)s(\ell-x)\,dx$ to the exit. Dividing the outgoing momentum by $\pi p/2$ and using \eqref{eq:sym} as before gives
\begin{equation}
F=f\,\frac{pA}{2},\qquad f=1-4\int_0^\ell\eta\,s\,dx .
\end{equation}

For a very short orifice $\theta_m\to\pi/2$. Then $e\to\frac1{2\pi}\cdot\frac\pi2\cdot2=\frac12$ and $s\to\frac1{4\pi}\cdot2=\frac1{2\pi}$. The integral in \eqref{eq:eta} vanishes with $\ell$, so $\eta\to\frac12$. To first order,
\begin{equation}
W\simeq1-\frac{L}{2r},\qquad f\simeq1-\frac{L}{\pi r}.
\end{equation}
The force suffers less than the mass loss, as the angles suggested.

\textbf{Q.} How much is it for the silver cell?

\textbf{A.} Let the lid be 0.05 mm thick, so that $\ell=0.1$. Solving \eqref{eq:eta} numerically gives $W=0.9524$ and $f=0.9683$. Following single molecules through the orifice, with random entry and diffuse rebounds, gives 0.9523 and 0.9687. For $\ell=1$ the equation gives 0.6720 and 0.7327, and the random paths give 0.6719 and 0.7326.

The force falls to 0.507 $\mu$N and the mass loss to 1.257 $\mu$g/s. If both are put into \eqref{eq:mass} without correction, the inferred mass is $(W/f)^2m=104.35$ u. This is 3.3\% below the mass of silver, although the lid is thin.

\textbf{Q.} What else have you neglected?

\textbf{A.} Collisions near the hole come first. A molecule of collision diameter $\delta_c$ sweeps the cross-section $\pi\delta_c^2$. The relative velocity of two independent Maxwellian molecules has twice the variance of a single velocity, so the mean relative speed is $\sqrt2$ times the mean speed. The mean free path is therefore
\begin{equation}
\lambda=\frac{1}{\sqrt2\,\pi\delta_c^2\,n}=\frac{kT}{\sqrt2\,\pi\delta_c^2\,p} .
\end{equation}
With the rough value $\delta_c=0.35$ nm it is about 25 mm, or 25 orifice diameters. The chance of a collision within one orifice diameter is about 4\%. Both figures depend on the square of $\delta_c$: with 0.45 nm the path would be 15 mm and the chance 6.5\%. That marks the scale on which the collisionless result may be off; it is not a computed change of the force.

\textbf{Q.} Is $p$ the saturated vapour pressure $p_s$?

\textbf{A.} It lies slightly below. Let the melt have the area $S$, and let every molecule that hits it condense. For well-mixed vapour the common factor $1/\sqrt{2\pi mkT}$ drops out of the balance between evaporation, condensation and escape:
\begin{equation}
p_sS=pS+WpA,\qquad p=\frac{p_s}{1+WA/S}.
\end{equation}
A melt 10 mm in diameter has $A/S=0.01$, and by this estimate $p$ lies 0.94\% below $p_s$. If just a fraction $\alpha$ of the hits condenses, evaporation and condensation both carry the factor $\alpha$, and $A/S$ becomes $A/(\alpha S)$. The estimate gives only the scale here, because the mean free path exceeds the diameter of the melt and collisions do not mix the vapour. The deficit then depends on the shape of the cell. If every hit condenses, it is smaller when the melt lies close below the hole and larger in a deep, narrow cell. If $\alpha<1$, a melt lying within about an orifice diameter of the hole cannot keep up the vapour directly beneath it, and the deficit can be several times the estimate. The recoil measures the pressure of the vapour that reaches the hole, not $p_s$.

\textbf{Q.} And the residual gas and the light that come through the hole?

\textbf{A.} Residual gas at pressure $p_b$ pushes on the outside of the cell everywhere except at the hole, which leaves $+p_bA$ along $z$. The molecules that enter the hole bring $-p_bA/2$. If they stay inside, the sum $+p_bA/2$ opposes the recoil. At $10^{-6}$ Torr this is $10^{-4}$ of the recoil if the gas is as hot as the cell. Colder gas that is heated by the outer walls leaves them faster than it arrived and pushes harder; for gas at 300 K that leaves the walls at the temperature of the cell, the figure is about twice as large. Gas that does not condense leaves through the hole again at the temperature of the cell, and in steady state its recoil cancels this sum when the walls are evenly hot. If the outer walls are unevenly hot, the pushes on opposite sides do not cancel, and the resulting force grows with the outer surface of the cell instead of the area of the hole.

A black hole in the optical sense radiates the power $(\sigma T^4/\pi)\cos\theta\,d\Omega$ per unit area, where $\sigma$ is the Stefan--Boltzmann constant. Dividing by the speed of light $c$ gives the momentum, and another factor $\cos\theta$ its axial part:
\begin{equation}
\frac{\sigma T^4}{\pi c}\int_{\theta<\pi/2}\cos^2\theta\,d\Omega
=\frac{\sigma T^4}{\pi c}\,\frac{2\pi}{3}=\frac{2\sigma T^4}{3c}.
\end{equation}
This is $5.4\times10^{-4}$ of $p/2$ here. This counts the hole alone. The outer walls emit and absorb radiation as well, and any imbalance grows with their area. Suppose the floor faces a furnace at $T$, which presses on it with $4\sigma T^4/3c$, while a lid of emissivity $\varepsilon$ and area $100A$ faces cold surroundings. The net radiation force is then about $(2-\varepsilon)\times100\times5.4\times10^{-4}$ of the recoil, between 5 and 11\%, and opposes it.

\textbf{Q.} Would you trust half a micronewton for a cell on my bench?

\textbf{A.} As an order of magnitude, yes, if your cell resembles the model. The temperature and pressure are of the right size for silver, but the vapour pressure rises steeply with temperature, and the force inherits any error in it. The lid of 0.05 mm is a foil, and a thicker lid lowers the force: with $L=r$, here 0.5 mm, it is 27\% below $pA/2$ at the same pressure. Deposition sources with an open crucible need a separate treatment: their vapour streams towards the mouth, its pressure there is not the saturated one, and at high evaporation rates the molecules collide on the way out. For a cell with a small orifice, $pA/2$ times the factor $f$ for its shape is the value to use, as long as the mean free path stays well above both the diameter and the length of the orifice. The numerical output lists the values for this cell.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical values, silver cell)
temperature                          1300 K
vapour pressure                      0.01 Torr = 1.3332 Pa
atomic mass                          107.87 u
orifice diameter                     1.00 mm
orifice area                         0.7854 mm^2
lid thickness                        0.050 mm
melt diameter                        10.0 mm
collision diameter (rough)           0.35 nm
residual gas pressure                1.0e-06 Torr
IDEAL THIN ORIFICE
number density                       7.4281e+19 m^-3
flux J                               9.3805e+21 m^-2 s^-1
atoms leaving                        7.3674e+15 s^-1
mass loss                            1.3197 ug/s
mass loss per hour                   4.751 mg/h
mean axial momentum per atom         7.1064e-23 kg m/s
recoil force pA/2                    0.5236 uN
recoil force in dyn                  0.05236 dyn
recoil as weight                     53.39 ug
time to lose that mass               40.5 s
quarter mass: molecules leaving      1.4735e+16 s^-1
quarter mass: momentum per molecule  3.5532e-23 kg m/s
quarter mass: recoil                 0.5236 uN
WALLS AND ANGLES
cube: missing push on floor / pA     0.1681
cube: missing push on sides / pA     0.3319
cube: missing push, total / pA       0.5000
half-recoil cone, half-angle         37.47 deg
share of molecules in that cone      0.3700
non-Maxwellian flux / Maxwell flux   1.0299
FINITE LID THICKNESS
length / radius                      0.100
transmission W, equation / sampled   0.9524 / 0.9523
force factor f, equation / sampled   0.9683 / 0.9687
length = radius: W, eq. / sampled    0.6720 / 0.6719
length = radius: f, eq. / sampled    0.7327 / 0.7326
corrected recoil force               0.5070 uN
corrected mass loss                  1.2568 ug/s
mass inferred if W, f are ignored    104.35 u
OTHER NEGLECTED EFFECTS
mean free path                       24.7 mm
mean free path / orifice diameter    24.7
collision chance within one diameter 3.96 %
pressure below saturation by         0.94 %
residual gas / vapour pressure       1.0e-04
radiation recoil / vapour recoil     5.40e-04
dimer pressure share (imagined)      0.10
inferred mass with dimers            116.99 u
true mean mass with dimers           118.66 u
\end{verbatim}
